# Hadamard's Formula for Nanowire Subband Shifts from Wall Displacement

A thin silicon wire surrounded by its gate confines electrons in two directions. Suppose processing leaves a bump a few tenths of a nanometre high on its top face. The confined levels fall, because the electron has more room, but by how much, and does it matter where on the face the bump sits? Solving the wave equation again for each new shape would answer one case at a time. For small displacements the original wavefunction suffices, through its slope at the wall.

## The subband and the moving wall

Take one valley and one spin in the effective-mass approximation. The wire is straight along $z$, has cross-section $\Omega$, and has impenetrable walls. If $z$ is a principal axis of the mass tensor, the product $e^{ikz}\psi(x,y)$ separates the motion. The total energy is $E+\hbar^2k^2/2m_z$, where the subband edge $E$ obeys

$$-\nabla\cdot(A\nabla\psi)+U\psi=E\psi,\qquad \psi=0\ \text{on}\ \partial\Omega,\qquad \int_\Omega\psi^2\,d^2r=1. \tag{1}$$

Here $A=(\hbar^2/2)M^{-1}$ is a constant symmetric matrix built from the mass tensor $M$ of the section, and $U(x,y)$ is a smooth potential energy that stays fixed in space when the wall moves. The level is nondegenerate, so $\psi$ can be chosen real.

Each point $\mathbf r$ moves to $\mathbf r+\varepsilon\mathbf V(\mathbf r)$, with $\mathbf V$ smooth. Let $\mathbf n$ be the outward unit normal and $h=\mathbf V\cdot\mathbf n$. To first order the wall moves outward by $\varepsilon h$; negative $h$ means inward. With $\varepsilon$ a length, $\mathbf V$ and $h$ are pure numbers. A prime on $E$ denotes $d/d\varepsilon$ at $\varepsilon=0$.

The wall is piecewise smooth, with interior corner angles below $\pi$. In coordinates scaled to make $A$ isotropic, $\psi$ behaves near a corner of angle $\omega$ as $r^{\pi/\omega}$ times a function of angle. Its second derivatives go as $r^{\pi/\omega-2}$, and their squares are integrable if $\omega<\pi$. A rectangle therefore qualifies.

## First derivation: bring the section back

The difficulty is that the region itself changes. It disappears if a function $\varphi$ on the moved section is described by $u(\mathbf r)=\varphi(\mathbf r')$, where $\mathbf r'=\mathbf r+\varepsilon\mathbf V(\mathbf r)$. Then $u$ lives on the old section and vanishes on the old wall. With summation over repeated indices, the chain rule gives

$$\partial_j u=(\delta_{ij}+\varepsilon\,\partial_jV_i)\,\partial'_i\varphi
\quad\Rightarrow\quad
\partial'_j\varphi=\partial_ju-\varepsilon(\partial_jV_i)\,\partial_iu+O(\varepsilon^2).$$

The area element becomes $(1+\varepsilon\nabla\cdot\mathbf V)\,d^2r$, and the potential at the moved point is $U+\varepsilon\mathbf V\cdot\nabla U$.

Let $K_\varepsilon(u,w)$ be the bilinear form of the energy and $N_\varepsilon(u,w)$ that of the norm, both written on the old section. At $\varepsilon=0$,

$$K_0(u,w)=\int_\Omega(\nabla u\cdot A\nabla w+Uuw)\,d^2r,\qquad N_0(u,w)=\int_\Omega uw\,d^2r.$$

Multiplying (1) by any $w$ that vanishes on the wall and integrating by parts gives $K_0(\psi,w)=E\,N_0(\psi,w)$. The moved level likewise satisfies $K_\varepsilon(u_\varepsilon,u_\varepsilon)=E(\varepsilon)N_\varepsilon(u_\varepsilon,u_\varepsilon)$.

The forms now act on a fixed space and depend smoothly on $\varepsilon$. Since the level is separated from its neighbours by a gap, ordinary perturbation theory applies, and $E(\varepsilon)$ and $u_\varepsilon$ are differentiable. With $\dot u=du_\varepsilon/d\varepsilon$ at $\varepsilon=0$,

$$K'(\psi,\psi)+2K_0(\psi,\dot u)=E'+E\,N'(\psi,\psi)+2E\,N_0(\psi,\dot u).$$

Because $\dot u$ vanishes on the old wall, it is an allowed $w$, and the two terms containing it cancel. Thus $E'=K'(\psi,\psi)-E\,N'(\psi,\psi)$. The unknown change of the wavefunction has dropped out.

Write $\mathbf p=A\nabla\psi$ and $T=\nabla\psi\cdot A\nabla\psi$. Collecting the first-order changes of gradient, area and potential,

$$E'=\int_\Omega\Big[-2p_j(\partial_jV_i)\partial_i\psi+T\,\nabla\cdot\mathbf V+(\mathbf V\cdot\nabla U)\psi^2+(U-E)\psi^2\,\nabla\cdot\mathbf V\Big]d^2r. \tag{2}$$

The factor 2 arises because $T$ is quadratic in the gradient and $A$ is symmetric.

Equation (2) seems to depend on how the interior is stretched, which cannot matter physically. To remove that dependence, consider the vector

$$\mathbf J=T\mathbf V-2(\mathbf V\cdot\nabla\psi)\,\mathbf p+(U-E)\psi^2\mathbf V.$$

The divergences of its three terms are

$$\nabla\cdot(T\mathbf V)=T\,\nabla\cdot\mathbf V+2V_ip_j\,\partial_i\partial_j\psi,$$

$$\nabla\cdot[-2(\mathbf V\cdot\nabla\psi)\mathbf p]=-2p_j(\partial_jV_i)\partial_i\psi-2V_ip_j\,\partial_i\partial_j\psi-2(\mathbf V\cdot\nabla\psi)\nabla\cdot\mathbf p,$$

$$\nabla\cdot[(U-E)\psi^2\mathbf V]=(\mathbf V\cdot\nabla U)\psi^2+2(U-E)\psi\,\mathbf V\cdot\nabla\psi+(U-E)\psi^2\,\nabla\cdot\mathbf V.$$

The terms with second derivatives cancel between the first two lines. The wave equation says $\nabla\cdot\mathbf p=(U-E)\psi$, so the last term of the second line cancels the middle term of the third. What remains is the integrand of (2). Hence $E'=\oint\mathbf J\cdot\mathbf n\,ds$. Small arcs cut around the corners contribute nothing in the limit: there $|\mathbf J|$ scales as $r^{2\pi/\omega-2}$ and the arc length as $r$, so the product vanishes.

On the wall $\psi=0$, so its derivative along the wall is zero and $\nabla\psi=\mathbf n\,\partial_n\psi$. With $a_n=\mathbf n\cdot A\mathbf n$,

$$T=a_n(\partial_n\psi)^2,\qquad \mathbf V\cdot\nabla\psi=h\,\partial_n\psi,\qquad \mathbf n\cdot\mathbf p=a_n\partial_n\psi.$$

The first term of $\mathbf J\cdot\mathbf n$ is $+ha_n(\partial_n\psi)^2$, the second is $-2ha_n(\partial_n\psi)^2$, and the third vanishes. Therefore

$$\frac{dE}{d\varepsilon}=-\oint_{\partial\Omega}h\,a_n\,(\partial_n\psi)^2\,ds. \tag{3}$$

For an isotropic mass, $a_n=\hbar^2/2m$, and this is Hadamard's formula:

$$\frac{dE}{d\varepsilon}=-\frac{\hbar^2}{2m}\oint_{\partial\Omega}h\,(\partial_n\psi)^2\,ds. \tag{4}$$

Outward motion lowers the level. Motion along the wall and the stretching of the interior have no first-order effect. The weight $a_n(\partial_n\psi)^2$ is an energy per area: the lowering per unit of added cross-section at that point of the wall.

## Second derivation: watch a fixed point

Now leave the section in motion and ask how the wavefunction changes at a fixed position. Assume a smooth wall, and assume that $\psi(\mathbf r,\varepsilon)$ can be continued smoothly a little beyond it and differentiated in $\varepsilon$. Let $\chi=\partial\psi/\partial\varepsilon$ at fixed $\mathbf r$ and $\varepsilon=0$. Differentiating (1) gives

$$-\nabla\cdot(A\nabla\chi)+(U-E)\chi=E'\psi. \tag{5}$$

The boundary condition holds at the moved wall: $\psi(\mathbf r+\varepsilon\mathbf V,\varepsilon)=0$ for each $\mathbf r$ on the old one. Its derivative is $\chi+\mathbf V\cdot\nabla\psi=0$, or

$$\chi=-h\,\partial_n\psi\quad\text{on}\ \partial\Omega. \tag{6}$$

For a positive ground state $\partial_n\psi\le0$. Where the wall has moved outward, $\chi$ is then positive or zero, as expected, because the old wall position now lies inside the wire.

Multiply (5) by $\psi$ and integrate. The norm leaves $E'$ on the right. On the left, replace $(U-E)\psi$ by $\nabla\cdot(A\nabla\psi)$:

$$E'=\int_\Omega\big[\chi\,\nabla\cdot(A\nabla\psi)-\psi\,\nabla\cdot(A\nabla\chi)\big]d^2r
=\oint_{\partial\Omega}\big[\chi\,\mathbf n\cdot A\nabla\psi-\psi\,\mathbf n\cdot A\nabla\chi\big]ds.$$

The gradient products produced by the two integrations by parts cancel, since $A$ is symmetric. The last boundary term vanishes because $\psi=0$. The first is $\chi a_n\partial_n\psi$, and inserting (6) gives (3) again. One factor of $\partial_n\psi$ is the flux at the wall; the other is the amplitude uncovered by moving it.

## What each derivation assumes

Both need a nondegenerate level, a hard wall, a constant mass tensor and a potential that does not follow the wall. They differ in the smoothness they use.

The first differentiates $u_\varepsilon$ on a fixed region. Its volume form (2) contains first derivatives of $\psi$ alone; second derivatives enter when it is turned into a wall integral. The second is shorter and never mentions the interior part of $\mathbf V$, but it takes two derivatives of $\chi$. From $u_\varepsilon(\mathbf r)=\psi(\mathbf r+\varepsilon\mathbf V,\varepsilon)$ one finds $\chi=\dot u-\mathbf V\cdot\nabla\psi$, so $\chi$ has one derivative fewer than $\psi$. At the corners of a rectangle whose top is reshaped, the first derivation covers the case as it stands; the second would need its integrations by parts justified separately.

Degeneracy defeats both, because the displacement itself selects which combination $\psi=\sum_jc_j\psi_j$ evolves smoothly. Testing the moved eigenvalue equation with each $\psi_i$ and differentiating as before removes $\dot u$ and leaves $\sum_jD_{ij}c_j=E'c_i$, where $D_{ij}=K'(\psi_i,\psi_j)-E\,N'(\psi_i,\psi_j)$ and the $\psi_j$ are orthonormal. The conversion to a wall integral used nothing about $\psi$ beyond (1), so it holds for every combination and fixes

$$D_{ij}=-\oint_{\partial\Omega}h\,a_n\,\partial_n\psi_i\,\partial_n\psi_j\,ds.$$

Take a square of side $L=6$ nm with $U=0$ and isotropic mass $0.19\,m_0$, where $m_0$ is the free-electron mass, and move its top wall with $h=\cos(\pi x/L)$. For the pair with quantum numbers $(1,2)$ and $(2,1)$, both diagonal elements vanish by symmetry about $x=L/2$. At the top, the product of normal derivatives is $-(8\pi^2/L^4)\sin(\pi x/L)\sin(2\pi x/L)$. Its integral with $h$ contains

$$\int_0^L\cos\frac{\pi x}{L}\sin\frac{\pi x}{L}\sin\frac{2\pi x}{L}\,dx=\frac L4,$$

so $D_{12}=2\pi^2a_n/L^3=18.33$ meV/nm. The levels split with slopes $\pm18.33$ meV/nm, whereas (4) applied to either product state alone would predict no shift.

## Two exact cases

For a rectangle of width $W$ and height $H$, with $U=0$ and $A=\mathrm{diag}(A_x,A_y)$, the lowest state is

$$\psi=\frac{2}{\sqrt{WH}}\sin\frac{\pi x}{W}\sin\frac{\pi y}{H},\qquad E=E_x+E_y,\quad E_x=\frac{A_x\pi^2}{W^2},\quad E_y=\frac{A_y\pi^2}{H^2}.$$

On the top face,

$$a_n(\partial_n\psi)^2=A_y\frac{4\pi^2}{WH^3}\sin^2\frac{\pi x}{W}=\frac{4E_y}{WH}\sin^2\frac{\pi x}{W}. \tag{7}$$

Raising the whole face means $h=1$. The integral of $\sin^2$ is $W/2$, giving $E'=-2E_y/H$, which is the derivative of $E_y\propto H^{-2}$.

The second case is uniform enlargement of any allowed section with $U=0$. Put $\mathbf V=\mathbf r$, with $\varepsilon$ now a pure number. All lengths grow by $1+\varepsilon$, so $E$ scales as $(1+\varepsilon)^{-2}$ and $E'=-2E$. Formula (3) then requires $\oint(\mathbf r\cdot\mathbf n)\,a_n(\partial_n\psi)^2ds=2E$. The wall slope thus determines the whole energy.

## A bump on a silicon wire

Consider a silicon wire along [001], $W=12$ nm wide and $H=5$ nm high, with faces normal to the other cube axes. Rough masses are $0.19\,m_0$ across a valley's long axis and $0.92\,m_0$ along it. The lowest subband belongs to the valley pair whose heavy mass lies along the height. With $\hbar^2/2m_0=0.0381$ eV nm²,

$$E_y=\frac{0.0381}{0.92}\,\frac{\pi^2}{5^2}\ \text{eV}=16.35\ \text{meV},\qquad
E_x=\frac{0.0381}{0.19}\,\frac{\pi^2}{12^2}\ \text{eV}=13.74\ \text{meV}.$$

The top face receives an outward bump $a\sin^2(\pi x/W)$, uniform along the wire, with $a=0.3$ nm. From (7), and because $\int_0^W\sin^4(\pi x/W)\,dx=3W/8$,

$$\delta E=-\frac{4E_y}{WH}\,a\,\frac{3W}{8}=-\frac32E_y\frac aH=-\frac32(16.35)\frac{0.3}{5}\ \text{meV}=-1.47\ \text{meV},$$

or $-0.00147$ eV. The bump adds $aW/2=1.8$ nm² of cross-section. The same area spread evenly raises the face by $0.15$ nm and gives $-0.98$ meV. The bump does more because it is concentrated where (7) is large: $1.09$ meV/nm² at mid-face against a face average of $0.545$ meV/nm².

The bumped section can also be solved directly. Mapping it to a rectangle with $\eta=y/y_{\rm top}(x)$ and expanding $\psi$ in products of polynomials that vanish at the walls gives a matrix eigenvalue problem. The resulting shift is $-1.33$ meV. The difference, $0.145$ meV, is about 10% of the first-order shift. Halving the bump from $0.1$ to $0.05$ nm reduces this remainder by a factor $3.96$, close to the 4 of a quadratic term.

Small height is not the whole condition. Give the flat top a ripple $0.05\cos(2\pi x/\lambda)$ nm with $\lambda=6$ or $3$ nm. Its first-order shift is zero, since $\sin^2(\pi x/W)$ contains a constant and a wave of length 12 nm and nothing else. The same numerical method gives rises of $0.017$ and $0.037$ meV: at fixed amplitude, the shorter ripple costs about twice as much. An estimate explains the trend. The correction (6) must die away within a depth of order $1/q$, with $q=2\pi/\lambda$; its squared gradient scales as $q^2$, so its energy scales as $q$. Formula (3) therefore needs gentle slopes as well as small heights. The ripple is a test of the hard-wall formula and not a model of real roughness: $0.05$ nm is less than the $0.136$ nm spacing of silicon atomic layers along a cube axis, and less than the depth, about $0.16$ nm, to which the wavefunction enters a real oxide.

## The model beside a real transistor

Stacked silicon nanosheet channels are roughly 5 nm thick, but often wider than 12 nm, and commonly run along a ⟨110⟩ direction. Turning the wire axis about the height leaves the lowest subband of this model unchanged, because its valley has the same mass, $0.19\,m_0$, in both in-plane directions. The other valleys do change.

Real walls are not infinitely high. With a rough oxide barrier of $3.1$ eV and oxide mass $0.5\,m_0$, matching $\psi$ and its mass-weighted slope across both faces in one dimension lowers $E_y$ to $15.3$ meV and multiplies $dE/dH$ by $0.90$. Nonparabolicity, modelled by $E(1+\alpha E)=E_{\rm par}$ with $E_{\rm par}$ the parabolic energy and $\alpha\approx0.5$ eV$^{-1}$, multiplies the shift by $dE/dE_{\rm par}=(1+4\alpha E_{\rm par})^{-1/2}=0.97$.

Image charges can matter more. For rough relative permittivities $11.7$ in silicon and $3.9$ in thick oxide, the two nearest images raise an electron at mid-height by

$$\frac{11.7-3.9}{11.7+3.9}\,\frac{e^2}{4\pi\epsilon_0(11.7)H}=12.3\ \text{meV}.$$

Raising the face by $0.15$ nm changes this by about $-0.37$ meV, to be set beside the $-0.98$ meV of confinement. Both image figures are too small in size: more distant images add energy of the same sign, and an electron away from mid-height is raised further. Summing all images of a flat slab in thick oxide and averaging over the lowest state gives $19.8$ meV and $-0.59$ meV. A nearby metal gate changes the picture: with only 1 nm of oxide on each face, the averaged image energy is about $-5$ meV and its change about $-0.09$ meV, and for thinner oxide the change reverses sign. Another dielectric would alter these figures again.

Temperature changes which shift is relevant. At 300 K, $k_BT=25.9$ meV, while the next subband of the same valley lies $41.2$ meV up. At low density and fixed charge per length, the chemical potential moves by the average of the subband shifts, weighted by $\sqrt{m_z}\,e^{-E/k_BT}$. The lowest subband, counting its valley pair, holds 51% of the electrons, and the average first-order shift is $-3.2$ meV, more than twice that of the lowest level. Valleys with the light mass along the height have a larger $E_y$, about 79 meV, and respond more strongly. These are hard-wall figures, and the finite barrier affects those valleys most: it lowers their $E_y$ to about 58 meV and multiplies their $dE/dH$ by $0.64$. Applying the barrier separately along width and height gives a share of about 37% and an average shift of about $-2.7$ meV, still about twice that of the lowest level.

These figures apply near threshold. In the on-state, take $5\times10^{12}$ electrons per cm² at each of the top and bottom faces. The silicon surface field is $0.77$ MV/cm and the oxide field $2.3$ MV/cm, below the roughly 10 MV/cm at which good oxide breaks down. A self-consistent Schrödinger–Poisson solution along the height, with all electrons in the lowest state, gives an energy drop of about $120$ meV from centre to wall. It raises $(\partial_n\psi)^2$ by a factor of about $2.8$. At frozen potential, (3) increases the wall sensitivity by that factor; the response of the potential to the moving wall is an additional effect, and a larger one. At fixed charge, with the level measured from the potential at the two walls, the self-consistent $dE/dH$ is about $+6$ meV/nm, against $-18$ meV/nm at frozen potential. Putting all electrons in one state is a simplification: in a wide sheet at low temperature, the lowest level along the height could hold this charge only with a Fermi energy about $63$ meV above its edge, while the next such level lies only about $30$ meV up, so higher levels fill too.

Valley splitting by sharp interfaces, strain, corner rounding and gate leakage are not included or estimated here. The value $-1.47$ meV is therefore a first-order, hard-wall estimate of the confinement part of one subband's shift at low charge, and not a prediction of a device's threshold change.

Numbers in the example were calculated in double precision.
